Density and binding of the electron-hole liquid in germanium

**Question**

I am trying to work out the zero-temperature electron-hole liquid in germanium. I add the kinetic energy of the carriers to the Vashishta-Kalia exchange-correlation energy and minimize with respect to density. In excitonic rydbergs per pair, the fit is

ε_xc(r) = (a + b r)/(c + d r + r²),

a = −4.8316, b = −5.0879, c = 0.0152, d = 3.0426,

where r is the radius of the sphere holding one pair, in excitonic Bohr radii. My rounded material inputs are m_l = 1.6 and m_t = 0.082 for the four conduction valleys, m_hh = 0.35 and m_lh = 0.042 for the holes (all in units of the free-electron mass m₀), and dielectric constant ε = 15.4.

I am stuck on three things. How do the valleys and the different masses enter the kinetic energy? How do I know that the stationary point is the minimum? And does a negative minimum show that the liquid is bound, and that valley degeneracy and anisotropy are responsible? What density and energy should I find?

**Answer**

A negative minimum is not enough. It shows that the liquid lies below free carriers at rest, but at low temperature the competitor is a gas of excitons, which also has negative energy. You need the liquid energy first, and then the exciton energy for the same bands.

I measure energies from the band gap, take equal electron and hole densities n, and treat the hole bands as spherical. Split-off holes, valence-band warping, phonons and electron-hole exchange are left out.

**1. Units**

The unit of energy needs one reduced mass. Averaging the inverse electron mass over directions, and the inverse hole mass over the two bands, gives

1/m_oe = (2/m_t + 1/m_l)/3, so m_oe = 0.1199,

1/m_oh = (1/m_hh + 1/m_lh)/2, so m_oh = 0.0750,

1/μ = 1/m_oe + 1/m_oh, so μ = 0.0461.

The excitonic rydberg is the atomic one times μ/ε², and the excitonic Bohr radius A is the atomic one times ε/μ:

Ry = 2.647 meV, A = 17.66 nm.

They obey ħ²/(2μm₀A²) = Ry. A carrier of mass m therefore has ħ²/(2m m₀A²) = (μ/m) Ry. The definition of r gives n = 3/(4πr³A³).

**2. Kinetic energy**

In one valley the electron energy is (ħ²/2m₀)(k_x²/m_t + k_y²/m_t + k_z²/m_l). Define

m_de = (m_l m_t²)^(1/3) = 0.2208, q_i = k_i √(m_de/m_i).

The energy becomes ħ²q²/(2m_de m₀), so the filled ellipsoid becomes a sphere. The volume factor of the substitution is √(m_de³/(m_t²m_l)) = 1, so counting states in q is the same as counting them in k.

Each of ν valleys holds n/ν electrons. With two spins,

n/ν = 2 (4πq_F³/3)/(2π)³ = q_F³/(3π²),

E_Fe = ħ²(3π²n/ν)^(2/3)/(2m_de m₀).

The mean energy is (3/5)E_Fe, because the average of q² over a filled sphere is ∫q⁴dq/∫q²dq = (3/5)q_F².

The two hole bands fill to one common Fermi energy E_Fh, so k_i² = 2m_i m₀E_Fh/ħ² in each. Adding their densities,

n = (2m₀E_Fh/ħ²)^(3/2) (m_hh^(3/2) + m_lh^(3/2))/(3π²).

This is the density of a single band with mass

m_dh = (m_hh^(3/2) + m_lh^(3/2))^(2/3) = 0.3596.

The mean energy is (3/5)E_Fh in each hole band, hence also in total. Now use 3π²nA³ = 9π/(4r³). The kinetic energy per pair, in Ry, is K/r² with

K = (3/5)(9π/4)^(2/3) μ [1/(ν^(2/3)m_de) + 1/m_dh].

For germanium, ν = 4 and ν^(2/3) = 2.520:

K = 2.2099 × 0.04614 × (1.797 + 2.781) = 0.467.

Filling the actual ellipsoids and hole bands in k space numerically gives the same kinetic energy.

**3. The minimum**

The energy per pair is

E(r) = K/r² + N/D, N = a + br, D = c + dr + r².

Its derivative is

E′ = −2K/r³ + [bD − N(d + 2r)]/D².

Expand the bracket:

bD − N(d + 2r)
= bc + bdr + br² − ad − 2ar − bdr − 2br²
= bc − ad − 2ar − br².

Multiplying E′ by the positive quantity r³D² gives the polynomial

P(r) = r³(bc − ad − 2ar − br²) − 2K(c + dr + r²)².

Since D² = r⁴ + 2dr³ + (d² + 2c)r² + 2cdr + c², collecting powers gives

P(r) = −b r⁵ − 2(a + K) r⁴ + (bc − ad − 4Kd) r³ − 2K(d² + 2c) r² − 4Kcd r − 2Kc².

For germanium the coefficients, from r⁵ down, are

5.088, 8.729, 8.941, −8.672, −0.086, −0.0002.

The signs change once. By Descartes' rule there is one positive root, counted with multiplicity. P is negative at r = 0 and positive at large r, so E falls before the root and rises after it. The root is the global minimum of this function:

r₀ = 0.568.

The sphere radius is r₀A = 0.5679 × 17.661 nm = 10.03 nm, or 1.003×10⁻⁶ cm. Hence

n₀ = 3/[4π(1.003×10⁻⁶ cm)³] ≈ 2.4×10¹⁷ cm⁻³.

The energy at the minimum follows from

K/r₀² = 0.4669/0.3225 = 1.448 Ry,

ε_xc = −7.721/2.066 = −3.738 Ry,

E₀ = −2.290 Ry = −6.06 meV.

In meV this is 3.83 of kinetic energy and −9.90 of exchange-correlation energy. Since n ∝ (μ/ε)³ at fixed r₀, a 1% change in ε alone moves the density by about 3%. The third digit of n₀ therefore has no material significance with these inputs.

**4. What must be compared with the exciton**

The energy needed to remove one pair from a large drop is set by the chemical potential of a pair,

d(nE)/dn = E + n dE/dn.

At the minimum dE/dn = 0, so this is E₀. If the removed pair forms an exciton of energy E_X, the cost is

φ = E_X − E₀.

The liquid is stable against evaporation into excitons when φ > 0.

You cannot get E_X by letting r grow in the fit. There E tends to b/r and then to zero, whereas the energy per pair of a dilute gas of separate excitons at zero temperature should approach E_X. The fit is meant for the metallic liquid.

Nor is E_X simply −1 Ry in germanium. The averaged mass μ defines a convenient unit, but the ellipsoidal electron mass and the coupled hole bands change the bound state.

**5. The exciton with the same bands**

The hole kinetic energy can be written with spin-3/2 matrices J:

T_h = (ħ²/2m₀)[(γ₁ + 5γ₂/2)k² − 2γ₂(k·J)²].

If the component of J along k is ±3/2, the bracket is (γ₁ − 2γ₂)k². If it is ±1/2, it is (γ₁ + 2γ₂)k². Matching these to the inverse heavy and light masses gives

γ₁ = (1/m_lh + 1/m_hh)/2 = 13.33,

γ₂ = (1/m_lh − 1/m_hh)/4 = 5.24.

Measure the electron wave vector from its valley minimum and set the total to zero. Electron and hole then have opposite momenta, and both kinetic energies depend on the same relative momentum p. With lengths in A, momenta in ħ/A and energies in Ry,

H = μ Σ_ij W_ij p_i p_j − 2/r_eh,

W_ij = δ_ij/m_i + (γ₁ + 5γ₂/2)δ_ij − γ₂(J_iJ_j + J_jJ_i).

Here r_eh is the electron-hole distance, and m_i is m_t, m_t, m_l along the valley axes.

I diagonalized H in Gaussians times solid harmonics of even angular momentum l. Parity is conserved, and the even sector contains the s-like state. Enlarging this basis can only lower the computed ground energy:

l up to 2: −3.944 meV

l up to 4: −4.155 meV

l up to 6: −4.180 meV

l up to 8: −4.183 meV

The last step is 0.003 meV, so I use E_X ≈ −4.18 meV. Then

φ = −4.18 − (−6.06) = 1.88 meV.

A variational energy lies above the true one, so a better basis could only reduce φ. There is a separate safeguard. Replace the hole by a scalar particle of mass m_hh in every direction. Neither hole band has a kinetic energy below that of the replacement, so the new exciton must lie below the real one. Two different basis sets both give −5.82 meV for it. The liquid at −6.06 meV is lower still, so within this model its binding does not hinge on the last digits of the exciton calculation.

**6. Why valleys and anisotropy help the liquid**

Keep μ and the exchange-correlation function fixed while K changes. Since E′(r₀) = 0, the shift of r₀ does not contribute to the first-order energy change:

dE₀/dK = 1/r₀² > 0.

Differentiating E′(r₀) = 0 also gives

dr₀/dK = 2/[r₀³E″(r₀)] > 0,

because the root is simple and is a minimum. Lowering K therefore makes the liquid both deeper and denser.

More valleys lower K through ν^(−2/3): the electrons spread over more pockets and need smaller Fermi wave vectors. Anisotropy lowers K at fixed m_oe for a different reason. The quantity 1/m_oe is the arithmetic mean of 1/m_t, 1/m_t and 1/m_l, while 1/m_de is their geometric mean. The arithmetic mean is at least as large, so m_de ≥ m_oe. Here the masses are 0.2208 and 0.1199.

There is a limit to the valley effect. As ν → ∞ the electron term vanishes, but the hole term remains:

K → 2.2099 × 0.04614/0.3596 = 0.284.

At ν = 4 the holes already supply more than half of the kinetic energy, 2.33 of 3.83 meV.

**7. Does this establish the cause of binding?**

It establishes why the liquid energy falls. For binding, the exciton must be recalculated too. I kept the hole bands and μ fixed and changed the electron valleys. A spherical valley has mass m_oe.

• Four ellipsoidal valleys: n₀ = 2.37×10¹⁷ cm⁻³, E₀ = −6.06, E_X = −4.18, φ = 1.88 meV.

• One ellipsoidal valley: n₀ = 0.68×10¹⁷ cm⁻³, E₀ = −4.56, E_X = −4.18, φ = 0.38 meV.

• Four spherical valleys: n₀ = 1.10×10¹⁷ cm⁻³, E₀ = −5.09, E_X = −3.37, φ = 1.71 meV.

• One spherical valley: n₀ = 0.24×10¹⁷ cm⁻³, E₀ = −3.59, E_X = −3.37, φ = 0.22 meV.

Going from one ellipsoidal valley to four adds 1.50 meV to φ. The exciton is unchanged, since its electron occupies one valley and coupling between valleys is not included. The whole gain belongs to the liquid.

Anisotropy behaves differently. With four valleys it lowers the liquid by 0.98 meV, but it also lowers the exciton by 0.81 meV. The net gain in φ is about 0.17 meV. Its effect on density is much larger: n₀ rises by a factor of 2.1.

So, with the hole bands held fixed, φ depends much more on the number of valleys than on their anisotropy, while both features are needed to bring the density up to about 2×10¹⁷ cm⁻³. This does not make the valleys the main cause of binding, because the hole bands matter just as much. Keep the four ellipsoidal valleys but give the hole one spherical band of mass m_oh: then E₀ = −3.02, E_X = −2.72 and φ is only 0.30 meV. The contributions are not additive, so the binding cannot be divided uniquely among them. It would also be too strong to say that there is no binding without valley degeneracy and anisotropy, because one spherical valley with the germanium hole bands still gives φ = 0.22 meV here.

That small value should not be trusted as a prediction of binding. The exchange-correlation energy in that case is

−3.59 − 2.647 × 1.1338/1.2196² = −5.60 meV.

An error of 4% in it would remove the binding. For germanium the same first-order estimate gives 1.88/9.90, or 19%; allowing the density to readjust as ε_xc is scaled down raises this to about 20.5%.

For a reference without any band degeneracy, give the electron and the hole one spherical band each, with masses m_oe and m_oh. Then K = 2.2099 and E₀ = −2.47 meV. The exciton is now hydrogenic, with E_X = −1 Ry = −2.65 meV, so φ = −0.175 meV. The minimum still has negative energy, yet the liquid is not bound against excitons. This is a concrete case in which your original criterion fails, although here too the margin is only a few percent of the exchange-correlation energy.

**8. Where the result can fail**

The main approximation is using one ε_xc(r) for all these band structures. That is the Vashishta-Kalia universality assumption, and the comparison in section 7 inherits it. Minimizing more accurately does not reduce the error of the fit.

The calculation also assumes that all four valleys are equally populated. Stress along ⟨111⟩ that empties three of them moves the electrons towards the one-valley case, with a lower density and weaker binding. The same stress also splits the hole bands, so the one-valley entry of section 7, with its hole bands unchanged, is not the large-stress limit. With one ellipsoidal valley and only the J_z = ±1/2 hole band (inverse masses γ₁ + 2γ₂ along the stress and γ₁ − γ₂ across it), this model gives n₀ ≈ 1.0×10¹⁶ cm⁻³ and φ ≈ 0.26 meV. Finite temperature adds entropy, which favours the dilute gas. Finally, φ compares the liquid with single excitons; excitonic molecules would need their own calculation.

The numerical output below gives the inputs, the energy contributions and the convergence of the exciton calculation.

Values computed for the example and the checks

```
Inputs: m_l=1.6, m_t=0.082, m_hh=0.35, m_lh=0.042 (m0)
Dielectric constant 15.4; valleys 4
Fit coefficients a=-4.8316, b=-5.0879, c=0.0152, d=3.0426
Optical masses: electron 0.1199, hole 0.0750 m0
Reduced mass mu 0.04614 m0
Density-of-states masses: electron 0.2208, hole 0.3596 m0
Luttinger parameters: gamma1 13.333, gamma2 5.238
Excitonic rydberg 2.6472 meV
Excitonic Bohr radius 17.661 nm
Ge kinetic coefficient K 0.4669 rydberg
Ge stationary polynomial, r^5 to r^0:
  5.08790, 8.72949, 8.94149, -8.67211, -0.08636, -0.00022
Ge equilibrium spacing r 0.5679 excitonic radii
Ge equilibrium density 2.366e+17 cm^-3
Electron Fermi energy 2.508 meV
Hole Fermi energy 3.879 meV
Electron kinetic energy per pair 1.505 meV
Hole kinetic energy per pair 2.327 meV
Total kinetic energy per pair 3.832 meV
Exchange-correlation per pair -9.895 meV
Liquid energy per pair -2.2903 rydberg
Liquid energy per pair -6.063 meV
Slope dEmin/dK: difference 3.10078, 1/r^2 3.10078
Hydrogen-limit exciton energy -0.999986 rydberg
Ge exciton, l up to 2: -3.9438 meV
Ge exciton, l up to 4: -4.1550 meV
Ge exciton, l up to 6: -4.1802 meV
Ge exciton, l up to 8: -4.1828 meV
Ge exciton, rotated valley, l up to 4: -4.1550 meV
Heavy-hole bound, harmonics: -5.8194 meV
Heavy-hole bound, stretched: -5.8199 meV
Comparison: K (rydberg), r (excitonic radii), n (cm^-3);
  liquid, exciton and binding energies (meV)
4 ellipsoidal valleys (Ge): K=0.4669, r=0.5679, n=2.366e+17
  liquid -6.063, exciton -4.183, binding 1.880
1 ellipsoidal valley: K=0.7455, r=0.8585, n=6.849e+16
  liquid -4.561, exciton -4.183, binding 0.378
4 spherical valleys: K=0.6210, r=0.7324, n=1.103e+17
  liquid -5.085, exciton -3.370, binding 1.714
1 spherical valley: K=1.1338, r=1.2196, n=2.389e+16
  liquid -3.586, exciton -3.370, binding 0.216
simple bands: K=2.2099, r=2.0573, n=4.977e+15
  liquid -2.472, exciton -2.647, binding -0.175
```
